# Why a Hafnia Transistor's Memory Window Opens After a Delay

## A programmed transistor that looks erased

An n-channel transistor with a ferroelectric hafnia gate layer receives a positive gate pulse. The pulse turns the polarization towards the silicon, which should attract electrons into the channel and lower the threshold voltage. Yet a read immediately afterwards can find the threshold unchanged, or even higher than in the erased state. After a wait at zero gate voltage, the same transistor shows the expected low threshold.

The polarization need not be slow. The pulse also pulls electrons from the channel through the thin oxide interlayer into traps in or next to the hafnia. Their negative charge hides the polarization from the silicon. When some of them leave, part of the polarization becomes visible and the window opens. Three questions decide what a circuit sees: how complete the masking is, how many electrons must leave, and how long that takes.

## What the threshold measures

Let the stack be metal, hafnia of thickness $t_F$ and background permittivity $\varepsilon_F$, interlayer of thickness $t_I$ and permittivity $\varepsilon_I$, and p-type silicon. Fields and polarization $P$ are positive from gate to silicon. All charges are per unit area. The trapped charge $Q_t$, negative for electrons, first sits at the hafnia/interlayer boundary. The model is one-dimensional with uniform $P$.

If the silicon holds charge $Q_s$, Gauss's law gives $\varepsilon_I E_I=-Q_s$ in the interlayer. Across the boundary the displacement jumps by $Q_t$:

$$\varepsilon_I E_I-(\varepsilon_F E_F+P)=Q_t .$$

Hence

$$\varepsilon_F E_F=-Q_s-s,\qquad s=P+Q_t .$$

Only the net charge $s$ appears. The gate voltage, measured from the flat-band voltage $V_{FB}$ at $s=0$, is the silicon band bending $\psi$ plus the two layer voltages. With $C_F=\varepsilon_F/t_F$, $C_I=\varepsilon_I/t_I$ and $1/C_s=1/C_F+1/C_I$,

$$V_G-V_{FB}=\psi+E_It_I+E_Ft_F=\psi-\frac{Q_s}{C_s}-\frac{s}{C_F}. \tag{1}$$

Threshold is defined here by a fixed inversion density, $10^{11}\ \mathrm{cm^{-2}}$. This fixes both $\psi$ and $Q_s$, so

$$V_T=V_{T0}-\frac{s}{C_F}, \tag{2}$$

where $V_{T0}$ belongs to $s=0$. Positive net charge lowers the threshold.

Define the window as erased minus programmed threshold. If programming changes the polarization by $\Delta P$ and adds $\Delta n$ trapped electrons relative to the erased state, then

$$W=\frac{s_P-s_E}{C_F}=\frac{\Delta P-q\,\Delta n}{C_F}. \tag{3}$$

The window is open when the switched polarization exceeds the charge of the added electrons. An electron at depth $y$ inside the hafnia changes the field only in the part of thickness $t_F-y$ on its gate side, so its effect on the threshold carries the weight $1-y/t_F$.

## Why the masking is nearly complete

During a pulse of height $V_p$ the channel is strongly inverted. Take its band bending as a constant $\psi_{on}$. Equation (1), with $-Q_s=\varepsilon_IE$, gives the interlayer field

$$E=\frac{C_s}{\varepsilon_I}\left(V_p-V_{FB}-\psi_{on}+\frac{s}{C_F}\right). \tag{4}$$

Switching raises $s$ and therefore $E$. A higher field drives more electrons into the traps, which lowers $s$ again. This is negative feedback. It limits the field more tightly the more steeply the capture current rises with field. A steep rise is assumed here.

Describe the capture current locally by $J=J_r\exp[(E-E_r)/E_0]$. Then

$$\frac{ds}{dt}=\frac{dP}{dt}-J .$$

By (4), $ds=a\,dE$ with $a=\varepsilon_IC_F/C_s$, so

$$a\frac{dE}{dt}=\frac{dP}{dt}-J_r e^{(E-E_r)/E_0}.$$

The substitution $w=e^{-(E-E_r)/E_0}$ has $dw/dt=-(w/E_0)\,dE/dt$ and makes the equation linear:

$$\frac{dw}{dt}=-\frac{w}{aE_0}\frac{dP}{dt}+\frac{J_r}{aE_0}.$$

Multiplying by $e^{P/(aE_0)}$ turns the two terms in $w$ into one total derivative. Integration gives

$$w(t_p)=w(0)e^{-[P(t_p)-P(0)]/(aE_0)}+\frac{J_r}{aE_0}\int_0^{t_p}e^{-[P(t_p)-P(t')]/(aE_0)}dt'.$$

Let the polarization approach its end value as $P(t)=P_{end}-\Delta P\,e^{-t/\tau_s}$, and set $b=\Delta P/(aE_0)$. For $b\gg1$ the memory of the initial field, of order $e^{-b}$, is negligible. For a pulse that continues well beyond switching, the integral becomes

$$\int_0^{t_p}\exp(-b e^{-t'/\tau_s})\,dt'=t_p-t_s .$$

The lag follows from $u=be^{-t'/\tau_s}$, for which $dt'=-\tau_s\,du/u$:

$$t_s=\tau_s\int_0^b\frac{1-e^{-u}}{u}\,du\simeq\tau_s(\ln b+\gamma),$$

with Euler's constant $\gamma\simeq0.577$. The field at the end of the pulse is therefore

$$E_{end}=E_r-E_0\ln\frac{J_r(t_p-t_s)}{aE_0}. \tag{5}$$

The polarization change survives only in $t_s$, as a logarithm inside a logarithm. Solving (4) for $s$ and inserting it in (2) gives the threshold just after the pulse:

$$V_T(0^+)=V_{T0}+V_p-V_{FB}-\psi_{on}-\frac{\varepsilon_IE_{end}}{C_s}. \tag{6}$$

In this regime the first read reports the pulse voltage and the interlayer conduction, and hardly the stored polarization. The result requires enough traps and a pulse long enough for capture to catch up with switching. If either is missing, part of the polarization shows at once.

## A worked stack

The example uses 10 nm hafnia with relative permittivity 30, a 0.8 nm interlayer with 3.9, and $10^{17}\ \mathrm{cm^{-3}}$ acceptors at 300 K. These give $C_F=2.656$ and $C_s=1.644\ \mathrm{\mu F/cm^2}$. The pulse is 3.5 V for 10 µs, with $V_{FB}=-0.40$ V and $\psi_{on}=1.20$ V. It switches $20\ \mathrm{\mu C/cm^2}$ with $\tau_s=0.20$ µs. The capture law has $J_r=10\ \mathrm{A/cm^2}$ at $E_r=10$ MV/cm and $E_0=1$ MV/cm.

The erased state is assumed to stay at $s_E=-2.50\ \mathrm{\mu C/cm^2}$. With $V_{T0}=0.594$ V, its threshold is

$$V_{T,E}=0.594+\frac{2.50}{2.656}=1.535\ \mathrm V.$$

Without capture, the window would be $20/2.656=7.53$ V, but the interlayer would have to carry 44 MV/cm. That is far beyond the roughly 10 to 15 MV/cm that very thin oxides withstand. Such a state is not available: either charge crosses the interlayer or much less polarization switches.

With capture, the field peaks where $J=dP/dt$. Since $dP/dt$ cannot exceed $20/0.20=100\ \mathrm{A/cm^2}$, the peak lies below $10+\ln10=12.3$ MV/cm. Integration of the rate equation gives 12.1 MV/cm.

In these units $\varepsilon_I=0.345\ \mathrm{\mu C/cm^2}$ per MV/cm, so $aE_0=0.558\ \mathrm{\mu C/cm^2}$ and $b\simeq36$. The lag is $t_s=0.20(\ln36+0.577)\simeq0.83$ µs, and

$$E_{end}=10-\ln\frac{10\,(10-0.83)}{0.558}=4.90\ \mathrm{MV/cm}.$$

Direct integration of the rate equation agrees within 0.001 MV/cm. Equation (6) then gives

$$V_T(0^+)=0.594+3.50+0.40-1.20-\frac{0.345\times4.90}{1.644}\simeq2.265\ \mathrm V.$$

The first read finds $W(0^+)=1.535-2.265=-0.730$ V. The programmed transistor looks more strongly erased than the erased one.

The net charge has moved from $-2.50$ to $-4.44\ \mathrm{\mu C/cm^2}$ although the polarization rose by 20. The traps have therefore gained $21.94\ \mathrm{\mu C/cm^2}$, or $1.37\times10^{14}$ electrons per $\mathrm{cm^2}$. If only half the polarization switches, with pulse and initial net charge unchanged, $V_T(0^+)$ moves by 3 mV. The bare polarization would have moved it by 3.8 V. An early threshold read is thus a poor measure of whether such a transistor has switched.

## Why electrons leave, and why only some may

When the gate returns to zero, the attraction that held the surplus electrons disappears. Their negative charge now draws holes to the silicon surface and reverses the interlayer field. A numerical solution of Poisson's equation through the whole stack, with classical statistics for the carriers, gives $-5.05$ MV/cm immediately after the pulse. Quantum confinement and degeneracy of the accumulated holes reduce the magnitude to about 4 MV/cm. A negative field pushes electrons towards the silicon, where they can enter the conduction band or recombine with holes. The model does not distinguish these routes.

As electrons leave, the field weakens. In the classical solution it is $-1.82$ MV/cm when the window opens and $+0.21$ MV/cm when the escaping group is empty. The field passes through zero at a window of about 0.54 V. Beyond that point electrons must leave against a weak opposing field, so complete emptying of the group is an assumption.

There is also a reason why most of the trapped charge must stay. If all the electrons gained during programming left while $P$ remained, $s$ would be $+17.5\ \mathrm{\mu C/cm^2}$. The hafnia field at zero gate voltage would be about $-3$ MV/cm, opposed to the polarization and about three times a rough coercive field of 1 MV/cm. The interlayer would carry 25 to 28 MV/cm, again far beyond breakdown, so this state is hypothetical. The polarization would switch back at least in part. The electrons that mask the state at first are, for the most part, also those that stabilize it.

This limits the useful window. Near threshold the silicon charge is small, so $E_F\simeq-s/\varepsilon_F$. Requiring $|E_F|<E_c$ in both states gives $|s|<\varepsilon_FE_c$, and hence a window below about $2E_ct_F$. That is roughly 2 V here, not 7.5 V. The erased state of the example is right at the limit, with a hafnia field of about 1.0 MV/cm at its threshold. The bound applies if each state must survive with the gate held at its threshold. At zero gate voltage, charge in the silicon relaxes it to about 3 V.

## How the delay follows

Suppose that $n_f$ of the trapped electrons can escape, that this group is full at the end of the pulse, and that the rest stay during the times considered. A spread of barrier heights in thermal emission, or of distances in tunnelling, makes emission times vary exponentially. A uniform spread in either quantity gives a uniform distribution of $\ln\tau$, here between $\tau_1$ and $\tau_2$. The fraction still trapped after a time $t$ is

$$f(t)=\frac{1}{\ln(\tau_2/\tau_1)}\int_{\tau_1}^{\tau_2}e^{-t/\tau}\frac{d\tau}{\tau}.$$

With $u=t/\tau$ and $d\tau/\tau=-du/u$,

$$f(t)=\frac{E_1(t/\tau_2)-E_1(t/\tau_1)}{\ln(\tau_2/\tau_1)},\qquad E_1(x)=\int_x^\infty\frac{e^{-u}}{u}\,du .$$

Each departing electron raises $s$ by $q$, so

$$W(t)=W(0^+)+\frac{qn_f}{C_F}[1-f(t)]. \tag{7}$$

There are three cases:

- If $W(0^+)>0$, the window is open at the first read and grows.
- If $W(0^+)<0$ and $qn_f>C_F|W(0^+)|$, it opens after a delay.
- If $W(0^+)<0$ and $qn_f\le C_F|W(0^+)|$, this escaping group never opens it.

In the second case, setting $W=0$ gives the fraction still trapped at opening:

$$f_*=1-\frac{C_F|W(0^+)|}{qn_f}.$$

For $\tau_1\ll t\ll\tau_2$, the second $E_1$ is negligible and the first is $-\gamma-\ln(t/\tau_2)$. Thus

$$f_*\ln\frac{\tau_2}{\tau_1}=\ln\frac{\tau_2}{t_{open}}-\gamma,\qquad t_{open}=\tau_2e^{-\gamma}\left(\frac{\tau_1}{\tau_2}\right)^{f_*}. \tag{8}$$

Take $n_f=2.5\times10^{13}\ \mathrm{cm^{-2}}$, $\tau_1=1$ µs and $\tau_2=100$ ms. The escaping group is 18% of the captured electrons. Its full departure recovers $qn_f/C_F=1.508$ V and leaves a final window of $1.508-0.730=0.778$ V. At opening $f_*=1-0.730/1.508=0.516$, and

$$t_{open}=10^5\ \mathrm{\mu s}\times0.561\times10^{-5\times0.516}\simeq148\ \mathrm{\mu s}.$$

To test the electrostatics and the opening-time formula together, the charge remaining at this time was obtained by summing over individual trap levels and returned to the Poisson calculation. The programmed and erased thresholds agreed within 0.01 V.

| Delay | Window (V) |
|---|---:|
| 1 µs | −0.63 |
| 10 µs | −0.35 |
| 100 µs | −0.05 |
| 1 ms | 0.25 |
| 10 ms | 0.54 |
| 100 ms | 0.75 |

In the middle of the range, (7) gives a recovery of $1.508/5=0.30$ V per decade, because $\tau_2/\tau_1$ spans five decades. A sense circuit needs more than a zero crossing. A 0.5 V window takes 7.2 ms, about fifty times the opening time.

## How far the numbers can be trusted

The stack dimensions, pulse and final window are in a roughly typical regime for hafnia transistors. The capture law, the escaping density and the emission times are chosen values and can differ greatly between processes.

The escaping density and the steepness of the capture law both matter strongly. By (7), halving the escaping density delays the opening from 0.15 ms to about 72 ms. The halved density is only about 3% above the minimum needed to open the window, so this figure is fragile: a change of 0.01 V in $W(0^+)$ moves it to about 54 or 103 ms. The assumed steepness is also open to doubt. Direct tunnelling through 0.8 nm of oxide varies only slowly with field: a simple barrier estimate of the tunnelling probability alone gives $E_0$ above 10 MV/cm. The assumed 1 MV/cm would need another source, such as the energy distribution of the traps. With a weak field dependence and enough traps, capture could continue until the interlayer field nearly vanishes. Equation (5) and the fixed $\psi_{on}$ would then not apply. As the channel empties, $V_T(0^+)$ would approach the pulse voltage and $W(0^+)$ about $1.535-3.50\simeq-1.97$ V, so the escaping group chosen here would not open the window. The delay should therefore be read as an illustration, not as a property of hafnia. The peak interlayer field of 12 MV/cm is high enough to make oxide wear a concern.

Fixed emission times are the assumption most clearly strained by the example, since the driving field changes during recovery. Suppose instead that all emission rates vary as the exponential of the outward field, with a slope of 1 MV/cm, and keep their original values at the opening field. With the classical fields, the window then opens earlier, after 95 µs, but reaches 0.5 V only after 31 ms. Confinement and degeneracy of the holes make both changes smaller; the second time becomes roughly 22 ms. Early escape is faster and late escape slower.

Trap depth matters too. If the escaping electrons sit 1 nm inside the hafnia, each has weight 0.9. With $W(0^+)$ held fixed, the opening time rises to 276 µs and the final window falls to about 0.63 V.

Temperature matters if escape is thermally activated. For an attempt time of $10^{-13}$ s and fixed barriers, heating from 300 to 358 K during recovery reduces the opening time to 4.4 µs, with the initial window held fixed. Elastic tunnelling would not give this strong acceleration.

At the end-of-pulse field, the chosen band bending agrees within about 0.03 V with estimates that include quantum confinement and degeneracy in the channel. At fixed $E_{end}$, an error in it passes volt for volt into $V_T(0^+)$. The band bending is not constant, however: with confinement it rises by about 0.04 V per MV/cm, to nearly 1.5 V at the peak field. This enlarges $a$ and raises $E_{end}$ to about 5.06 MV/cm. Integrating the pulse with this field-dependent band bending gives $W(0^+)\simeq-0.66$ V, an opening time of about 90 µs and a 0.5 V delay of about 4 ms. The delays are thus uncertain by nearly a factor of two from this approximation alone.

Gate leakage, recapture during reading and grain-to-grain variation are not included. With different grains, some channel regions may open before others, so one threshold no longer describes the device fully.

## Diagnosis and remedies

First measure the threshold after delays spaced evenly on a logarithmic scale, on a freshly programmed device for each delay. This prevents one read from disturbing the next. Measure the switched polarization separately. If it is complete by the end of the pulse while the threshold keeps falling, slow switching is not the explanation. A logarithmic recovery fits a broad range of emission times but does not by itself prove electron escape. Its dependence on gate bias and temperature helps to identify the route.

**Reduce the surplus capture.** At fixed $E_{end}$ and $\Delta P$, (6) moves $V_T(0^+)$ volt for volt with $V_p$. Lowering the pulse by 0.73 V would remove the initial inversion in the example. This helps only if the smaller pulse still switches the required polarization. That is doubtful here, because the hafnia field would fall to about 1 MV/cm during switching with $\psi_{on}$ fixed, the rough coercive field, and to roughly 0.7 MV/cm once the rise of band bending at the peak field is included. A longer pulse acts the other way: each tenfold increase of $t_p-t_s$ raises $V_T(0^+)$ by $2.303\,\varepsilon_IE_0/C_s\simeq0.48$ V while (5) holds and $\psi_{on}$ is taken as fixed.

**Do not judge an interlayer by its leakage alone.** To bring $W(0^+)$ to zero at unchanged voltage and fixed $\psi_{on}$, $E_{end}$ must rise by $0.730\times1.644/0.345\simeq3.5$ MV/cm. By (5), $J_r$ must then fall by $e^{3.5}$, about 30 times. At the same switching speed, the peak field also rises by about 3.5 MV/cm, to more than 15 MV/cm. Less masking is bought with more oxide stress.

**Do not remove only the quickly emptied traps.** If the total capture, and hence $W(0^+)$, stays the same, at least $0.730\,C_F/q\simeq1.2\times10^{13}\ \mathrm{cm^{-2}}$ electrons must escape. With fewer, the window stays closed. The useful change is to lower the surplus capture itself.

**Consider a short, weak negative pulse before reading.** With the silicon surface in accumulation, and $\psi$ held fixed, $-1$ V adds $C_s/\varepsilon_I\simeq4.8$ MV/cm to the outward interlayer field. It changes the hafnia field by only $-C_s/\varepsilon_F\simeq-0.6$ MV/cm per volt. At the end of recovery the hafnia field is $+0.19$ MV/cm and the silicon is slightly depleted. Part of the $-1$ V is then spent on changing $\psi$ from depletion to accumulation, so the hafnia field falls by less than 0.6 MV/cm. By (1) it reaches about $-0.2$ MV/cm, well below the rough coercive field in magnitude. At the start, however, the interlayer would carry a much higher field, up to nearly 10 MV/cm in the classical estimate. The pulse must also be short enough to leave the stabilizing electrons in place, so its height and length have to be set by measurements of disturb and endurance.

If no such pulse is used, the memory controller must wait for the window the sense circuit needs, not merely for the thresholds to cross. The numerical output below gives the inputs and results for this example.

## Calculated quantities

```
hafnia thickness: 10.0 nm
interlayer thickness: 0.8 nm
relative permittivity hafnia: 30.0 (none)
relative permittivity interlayer: 3.9 (none)
acceptor density: 1.0e+17 cm^-3
flat-band voltage: -0.40 V
pulse voltage: 3.50 V
pulse length: 10.0 us
switching time constant: 0.20 us
switched polarization: 20.0 uC/cm2
net charge erased: -2.50 uC/cm2
band bending in pulse, chosen: 1.20 V
capture current at reference field: 10.0 A/cm2
reference field: 10.0 MV/cm
capture field slope E_0: 1.0 MV/cm
escaping electrons: 2.50e+13 cm^-2
shortest emission time: 1.0 us
longest emission time: 100.0 ms
C_F: 2.656 uF/cm2
C_S: 1.644 uF/cm2
V_T0 at zero net charge: 0.594 V
erased threshold: 1.535 V
window if no electron were captured: 7.53 V
interlayer field if none captured: 44.2 MV/cm
peak interlayer field with capture: 12.08 MV/cm
switching lag t_s: 0.831 us
interlayer field at pulse end: 4.90 MV/cm
net charge at pulse end: -4.44 uC/cm2
captured electrons: 1.369e+14 cm^-2
escaping share of captured: 18.3 %
V_T just after pulse: 2.265 V
V_T shift if half the P switched: 3.15 mV
window just after pulse: -0.730 V
full recovery q n_f/C_F: 1.508 V
final window: 0.778 V
fraction still trapped at opening: 0.516 (none)
opening time, formula: 148.2 us
opening time, level sum: 148.4 us
delay for 0.5 V window: 7.24 ms
window after 1 us: -0.626 V
window after 10 us: -0.353 V
window after 100 us: -0.052 V
window after 1000 us: 0.249 V
window after 10000 us: 0.539 V
window after 100000 us: 0.749 V
V_G=0 interlayer field, start: -5.05 MV/cm
V_G=0 interlayer field, opening: -1.82 MV/cm
V_G=0 interlayer field, final: 0.21 MV/cm
V_G=0 hafnia field, final: 0.19 MV/cm
V_G=0 hafnia field, erased: 0.70 MV/cm
V_G=0 hafnia field, all escaped: -2.96 MV/cm
coercive field, rough: 1.0 MV/cm
band bending, quantum estimate: 1.198 V
opening time, traps 1 nm deep: 276.1 us
opening time, field-aided emission: 95.2 us
0.5 V delay, field-aided emission: 30.95 ms
opening time at 358 K, thermal: 4.43 us
```
